# Threshold material gain of a quantum-well laser: a program that tests the result

```python
# Result under test: threshold material gain of a Fabry-Perot laser,
#   g_th = [a_i + ln(1/(R1 R2)) / (2 L)] / Gamma
# L: cavity length, R1, R2: facet power reflectivities,
# a_i: internal loss of the mode, Gamma: confinement factor.
# All gains and losses are power coefficients. Lengths in angstrom,
# photon energies in eV. Waves vary as exp(i k z), so gain means Im k < 0.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, fsolve

ANGSTROM_PER_CM = 1e8
length = 500e-6 / const.angstrom
reflectivity = 0.32
internal_loss = 10.0 / ANGSTROM_PER_CM
confinement = 0.05


def mirror_loss(r_left, r_right):
    return np.log(1.0 / (r_left * r_right)) / (2.0 * length)


loss_mirror = mirror_loss(reflectivity, reflectivity)
loss_total = internal_loss + loss_mirror
gain_threshold = loss_total / confinement

photon_energy = 0.8
hbar_c = const.hbar * const.c / const.e / const.angstrom   # eV angstrom
k0 = photon_energy / hbar_c

# Cavity test: outgoing-wave solution of the wave equation in a slab.
# Only continuity of the field and its derivative is used.
root_r = np.sqrt(reflectivity)
slab_index = (1 + root_r) / (1 - root_r)
mode_order = int(round(k0 * slab_index * length / np.pi))


def outgoing_mismatch(unknowns, index_left, index_right):
    phase, gain_length = unknowns
    k0_length = phase / slab_index
    k_length = phase - 0.5j * gain_length
    field = (np.cos(k_length)
             - 1j * index_left * k0_length * np.sin(k_length) / k_length)
    slope = (-k_length * np.sin(k_length)
             - 1j * index_left * k0_length * np.cos(k_length))
    mismatch = slope / k0_length - 1j * index_right * field
    return [mismatch.real, mismatch.imag]


def cavity_gain(index_left, index_right):
    start = [mode_order * np.pi + 0.1, 1.0]
    root, _, flag, message = fsolve(outgoing_mismatch, start,
                                    args=(index_left, index_right),
                                    xtol=1e-13, full_output=True)
    residual = np.linalg.norm(
        outgoing_mismatch(root, index_left, index_right))
    assert residual < 1e-7, message
    return root[0], root[1] / length


phase_equal, gain_equal = cavity_gain(1.0, 1.0)
assert abs(gain_equal / loss_mirror - 1) < 1e-6
assert abs(phase_equal - mode_order * np.pi) < 1e-3

outer_index = 1.5
r_other = ((slab_index - outer_index) / (slab_index + outer_index))**2
phase_unequal, gain_unequal = cavity_gain(1.0, outer_index)
loss_unequal = mirror_loss(reflectivity, r_other)
assert abs(gain_unequal / loss_unequal - 1) < 1e-6

# Waveguide test: even TE mode of a symmetric layered guide.
n_active, n_guide, n_clad = 3.5, 3.4, 3.2
half_core = 1500.0


def inner_field(x, mode_index, half_active, n_a, n_g):
    """Field and its derivative with respect to k0*x, for x in the core."""
    kappa_a = np.sqrt(n_a**2 - mode_index**2 + 0j)
    kappa_g = np.sqrt(n_g**2 - mode_index**2 + 0j)
    q = k0 * min(x, half_active)
    field, slope = np.cos(kappa_a * q), -kappa_a * np.sin(kappa_a * q)
    if x > half_active:
        q = k0 * (x - half_active)
        cosine, sine = np.cos(kappa_g * q), np.sin(kappa_g * q)
        field, slope = (field * cosine + slope * sine / kappa_g,
                        slope * cosine - field * kappa_g * sine)
    return field, slope


def mode_mismatch(mode_index, half_active, n_a, n_g, n_c):
    field, slope = inner_field(half_core, mode_index, half_active, n_a, n_g)
    return slope + np.sqrt(mode_index**2 - n_c**2 + 0j) * field


def lossless_mode(half_active):
    """Mode index and fractions of the integral of E^2: active, cladding."""
    index = brentq(lambda n: mode_mismatch(n, half_active, n_active,
                                           n_guide, n_clad).real,
                   n_clad + 1e-9, n_guide - 1e-9, xtol=1e-14)

    def intensity(x):
        return inner_field(x, index, half_active,
                           n_active, n_guide)[0].real**2

    decay = k0 * np.sqrt(index**2 - n_clad**2)
    active = quad(intensity, 0, half_active)[0]
    guide = quad(intensity, half_active, half_core)[0]
    clad = intensity(half_core) / (2 * decay)
    total = active + guide + clad
    return index, active / total, clad / total


def gamma_excess(half_active):
    index, fraction, _ = lossless_mode(half_active)
    return n_active / index * fraction - confinement


half_active = brentq(gamma_excess, 10.0, 500.0, xtol=1e-9)
mode_index, active_fraction, clad_fraction = lossless_mode(half_active)
gamma_active = n_active / mode_index * active_fraction
gamma_clad = n_clad / mode_index * clad_fraction
clad_absorption = internal_loss / gamma_clad


def modal_gain(material_gain, absorption):
    """Net power gain from the complex root of the mode condition."""
    n_a = n_active - 0.5j * material_gain / k0
    n_c = n_clad + 0.5j * absorption / k0
    index, step = mode_index + 0j, 1e-6
    for _ in range(40):
        value = mode_mismatch(index, half_active, n_a, n_guide, n_c)
        derivative = (
            mode_mismatch(index + step, half_active, n_a, n_guide, n_c)
            - mode_mismatch(index - step, half_active, n_a, n_guide, n_c)
        ) / (2 * step)
        index -= value / derivative
    assert abs(mode_mismatch(index, half_active, n_a,
                             n_guide, n_c)) < 1e-11
    return -2 * k0 * index.imag


gain_only = modal_gain(gain_threshold, 0.0)
loss_only = -modal_gain(0.0, clad_absorption)
net_gain = modal_gain(gain_threshold, clad_absorption)
# First-order perturbation theory leaves small higher-order terms.
assert abs(gain_only / (confinement * gain_threshold) - 1) < 1e-3
assert abs(loss_only / internal_loss - 1) < 1e-3
assert abs(net_gain / loss_mirror - 1) < 1e-3

# Power followed through one round trip with the solved waveguide gain.
round_trip = (reflectivity * np.exp(net_gain * length))**2
assert abs(round_trip - 1) < 5e-3

# Two common slips, evaluated for comparison.
slip_amplitude = (internal_loss
                  + mirror_loss(reflectivity**2, reflectivity**2)) / confinement
slip_division = internal_loss + loss_mirror / confinement

print("LASER")
print(f"cavity length: {length:.4e} angstrom")
print(f"power reflectivity of each facet: {reflectivity:.2f}")
print(f"internal modal loss: {internal_loss:.4e} 1/angstrom")
print(f"confinement factor: {confinement:.3f}")
print(f"ln(1/R): {np.log(1 / reflectivity):.5f}")
print(f"mirror loss: {loss_mirror:.4e} 1/angstrom")
print(f"total modal loss: {loss_total:.4e} 1/angstrom")
print(f"mirror share of total loss: {loss_mirror / loss_total:.4f}")
print(f"threshold material gain: {gain_threshold:.4e} 1/angstrom")
print(f"threshold material gain: {gain_threshold * ANGSTROM_PER_CM:.1f} 1/cm")
print(f"slip, R read as amplitude: {slip_amplitude:.4e} 1/angstrom")
print(f"slip, only mirror loss / Gamma: {slip_division:.4e} 1/angstrom")
print("CAVITY TEST")
print(f"photon energy near which modes are sought: {photon_energy:.2f} eV")
print(f"slab index giving R = 0.32: {slab_index:.4f}")
print(f"longitudinal mode order: {mode_order}")
print(f"mode photon energy: "
      f"{phase_equal / (slab_index * length) * hbar_c:.5f} eV")
print(f"wave-equation gain, equal facets: {gain_equal:.6e} 1/angstrom")
print(f"formula, equal facets: {loss_mirror:.6e} 1/angstrom")
print(f"outer index at second facet: {outer_index:.1f}")
print(f"reflectivity of second facet: {r_other:.4f}")
print(f"wave-equation gain, unequal facets: {gain_unequal:.6e} 1/angstrom")
print(f"formula, unequal facets: {loss_unequal:.6e} 1/angstrom")
print("WAVEGUIDE TEST")
print(f"indices active, guide, cladding: {n_active}, {n_guide}, {n_clad}")
print(f"total core thickness: {2 * half_core:.0f} angstrom")
print(f"active thickness for Gamma = 0.05: {2 * half_active:.1f} angstrom")
print(f"mode index: {mode_index:.5f}")
print(f"fraction of E^2 in active layer: {active_fraction:.5f}")
print(f"Gamma from index ratio times fraction: {gamma_active:.5f}")
print(f"fraction of E^2 in cladding: {clad_fraction:.5f}")
print(f"cladding weight including index ratio: {gamma_clad:.5f}")
print(f"cladding absorption: {clad_absorption:.4e} 1/angstrom")
print(f"solved modal gain, no absorption: {gain_only:.5e} 1/angstrom")
print(f"Gamma times material gain: "
      f"{confinement * gain_threshold:.5e} 1/angstrom")
print(f"solved modal loss, no gain: {loss_only:.5e} 1/angstrom")
print(f"solved net modal gain: {net_gain:.5e} 1/angstrom")
print(f"round-trip power factor: {round_trip:.5f}")
print("all assertions hold")
```

Printed output:

```
LASER
cavity length: 5.0000e+06 angstrom
power reflectivity of each facet: 0.32
internal modal loss: 1.0000e-07 1/angstrom
confinement factor: 0.050
ln(1/R): 1.13943
mirror loss: 2.2789e-07 1/angstrom
total modal loss: 3.2789e-07 1/angstrom
mirror share of total loss: 0.6950
threshold material gain: 6.5577e-06 1/angstrom
threshold material gain: 655.8 1/cm
slip, R read as amplitude: 1.1115e-05 1/angstrom
slip, only mirror loss / Gamma: 4.6577e-06 1/angstrom
CAVITY TEST
photon energy near which modes are sought: 0.80 eV
slab index giving R = 0.32: 3.6050
longitudinal mode order: 2326
mode photon energy: 0.79997 eV
wave-equation gain, equal facets: 2.278869e-07 1/angstrom
formula, equal facets: 2.278869e-07 1/angstrom
outer index at second facet: 1.5
reflectivity of second facet: 0.1700
wave-equation gain, unequal facets: 2.911268e-07 1/angstrom
formula, unequal facets: 2.911268e-07 1/angstrom
WAVEGUIDE TEST
indices active, guide, cladding: 3.5, 3.4, 3.2
total core thickness: 3000 angstrom
active thickness for Gamma = 0.05: 241.8 angstrom
mode index: 3.26678
fraction of E^2 in active layer: 0.04667
Gamma from index ratio times fraction: 0.05000
fraction of E^2 in cladding: 0.48946
cladding weight including index ratio: 0.47946
cladding absorption: 2.0857e-07 1/angstrom
solved modal gain, no absorption: 3.27886e-07 1/angstrom
Gamma times material gain: 3.27887e-07 1/angstrom
solved modal loss, no gain: 1.00000e-07 1/angstrom
solved net modal gain: 2.27886e-07 1/angstrom
round-trip power factor: 0.99999
all assertions hold
```
